# Ferroelectric Film Transition with a Surface Extrapolation Length, part 2

A ferroelectric film fills $-d/2<z<d/2$ and is uniform along its plane. The problem is to find the temperature at which it orders. In mean-field theory one polarization component $P(z)$ has the free energy per unit area

$$
F=\int_{-d/2}^{d/2}\!\left[\frac A2P^2+\frac B4P^4+\frac C6P^6+\frac g2P'^2\right]dz
+\frac{g}{2\delta}\left[P_+^2+P_-^2\right].
$$

Here $P'=dP/dz$, $P_\pm=P(\pm d/2)$, $A=a(T-T_0)$, $a$ and $g$ are positive, and $\delta$ is the extrapolation length. No depolarizing field appears, which is justified for polarization in the plane of the film. Stationary states obey

$$
gP''=AP+BP^3+CP^5,\qquad P'_\pm=\mp\frac{P_\pm}{\delta}.
$$

For $\delta>0$, $B>0$ and $C\ge0$, order starts continuously at $T_c=T_0-gk^2/a$, where $k$ is the smallest positive root of the tangent condition

$$
\boxed{\,k\tan\frac{kd}{2}=\frac1\delta\,}
$$

The profile at onset is $\varphi=\cos kz$. The proof uses the identity of part 9,

$$
\int P'^2dz+\frac{P_+^2+P_-^2}{\delta}=k^2\int P^2dz+\int\varphi^2u'^2dz,\qquad P=\varphi u ,
$$

which turns the free energy into

$$
F=\frac{A+gk^2}{2}\int P^2dz+\frac g2\int\varphi^2u'^2dz+\int\left[\frac B4P^4+\frac C6P^6\right]dz .
$$

At and above $T_c$ no term is negative, so $P=0$ is the global minimum. Below $T_c$ a small $P=p\,\varphi$ lowers $F$.

Angle brackets denote an average over the film thickness. The example has $T_0=400$ K, $a=10^6\ \mathrm{J\,m\,C^{-2}\,K^{-1}}$, $g=10^{-9}\ \mathrm{J\,m^3\,C^{-2}}$, $g/a=1000\ \mathrm{nm^2\,K}$, $\delta=5$ nm and $d=20$ nm, which gives $k^2=0.01160\ \mathrm{nm^{-2}}$ and $T_c=388.4$ K. "Direct minimization" means minimizing the quadratic part of the energy on a grid, with no condition imposed at the faces.

The closing table compares $T_c$ for several thicknesses with the thick-film formula $k\simeq\pi/(d+2\delta)$ and the thin-film formula

$$
k^2\simeq\frac{2}{\delta d}\left(1-\frac{d}{6\delta}\right).
$$

### 11. A surface that favours polarization

For $\delta<0$ the surface term lowers the energy of a polarized film. The face condition $P'_\pm=\mp P_\pm/\delta$ then makes $|P|$ rise towards the faces, and order can exist above $T_0$. Put $A=+g\kappa^2$ with $\kappa>0$, so that the linear equation is $P''=\kappa^2P$. Its even solution is $\cosh\kappa z$, and the condition at the upper face reads

$$
\kappa\sinh\frac{\kappa d}2=\frac1{|\delta|}\cosh\frac{\kappa d}2
\quad\Rightarrow\quad
\kappa\tanh\frac{\kappa d}{2}=\frac1{|\delta|}.
$$

This is the earlier condition with $k=i\kappa$, since $\tan(iy)=i\tanh y$ and $i\cdot i=-1$. The left side increases from zero to infinity with $\kappa$, so there is one positive root.

The identity of part 9 carries over with $\varphi=\cosh\kappa z$, which is positive everywhere, and with $k^2$ replaced by $-\kappa^2$. The coefficient of $\int P^2dz/2$ in the free energy becomes $A-g\kappa^2$. For $B>0$ the same argument as before makes this the true transition, at

$$
T_c=T_0+\frac{g\kappa^2}{a}.
$$

With $\delta=-5$ nm and $d=20$ nm the root is $\kappa=0.2065\ \mathrm{nm^{-1}}$, and $T_c=442.7$ K. For a very thick film $\tanh(\kappa d/2)\to1$ and $\kappa\to1/|\delta|$. The rise then tends to $g/(a\delta^2)=1000/25\ \mathrm K=40$ K, independent of $d$, and the polarization at onset decays from each face over the length $|\delta|$. A finite film has a larger rise, because $\tanh(\kappa d/2)<1$ requires $\kappa>1/|\delta|$. At 20 nm the excess is under 3 K. For $d\ll|\delta|$, however, $\kappa^2\simeq2/(|\delta|d)$ and the rise grows as $1/d$; at 2 nm it is about 214 K.

### 12. A first-order transition

Return to $\delta>0$, but let $B<0$ and $C>0$. The linear problem does not contain $B$, and its onset temperature is unchanged. Its meaning does change. Call it $T_*=T_0-gk^2/a$.

Above $T_*$ the unpolarized state is stable against small changes. The identity gives

$$
F\ge\int\left[\frac{a(T-T_*)}2-\frac{|B|}4P^2\right]P^2dz ,
$$

which is positive for every nonzero profile with $P^2<2a(T-T_*)/|B|$ throughout the film. Below $T_*$ this stability is lost. But a state of larger amplitude may have a lower energy already above $T_*$. For the trial profile $P=p\varphi$,

$$
\frac Fd=\frac{a(T-T_*)}{2}\langle\varphi^2\rangle p^2-\frac{|B|}4\langle\varphi^4\rangle p^4+\frac C6\langle\varphi^6\rangle p^6 .
$$

At $T=T_*$ the first term is absent, and $F$ is negative for small $p$. At a suitable fixed $p$ it stays negative over some range above $T_*$, because $F$ changes continuously with $T$. The true minimum lies at or below any trial energy. The polarized state is therefore favoured before $T_*$ is reached on cooling, and the first-order transition temperature lies above $T_*$.

The width of this range can be bounded from below. Divide $F/d$ by $p^2$ and set $s=p^2$. The result is a quadratic in $s$ that takes negative values when its discriminant is positive:

$$
\frac{B^2\langle\varphi^4\rangle^2}{16}>4\cdot\frac{a(T-T_*)\langle\varphi^2\rangle}{2}\cdot\frac{C\langle\varphi^6\rangle}{6}.
$$

Solving for the temperature,

$$
T-T_*<\frac{3B^2\langle\varphi^4\rangle^2}{16\,aC\langle\varphi^2\rangle\langle\varphi^6\rangle}.
$$

The transition lies at least this far above $T_*$. A better profile than $p\varphi$ could raise it further.

For the 20 nm film with $B=-10^9\ \mathrm{J\,m^5\,C^{-4}}$ and $C=10^{11}\ \mathrm{J\,m^9\,C^{-6}}$, consider a temperature 0.5 K above $T_*$. A small amplitude $p=0.002\ \mathrm{C\,m^{-2}}$ costs $1.4\times10^{-8}\ \mathrm{J\,m^{-2}}$. The amplitude $p=0.106\ \mathrm{C\,m^{-2}}$ gains energy, with $F=-8.8\times10^{-5}\ \mathrm{J\,m^{-2}}$. The unpolarized film is metastable there. For $B<0$ the tangent condition thus gives the limit to which the unpolarized film can be supercooled, and not the equilibrium transition.

### 13. Polarization normal to the film

Now let $P(z)$ point along $z$, between ideal metal electrodes connected by a wire. Ideal means that no voltage drops inside the metal. The electrodes supply charge at the faces, but they cannot remove the bound charge density $-P'$ inside the film. A profile that bends towards the surfaces therefore creates a field.

Let $\varepsilon$ be the permittivity of the background, that is, of all polarization other than $P$. Without free charge in the film, the displacement $D=\varepsilon E+P$ does not depend on $z$. The wire imposes $\int E\,dz=0$. Integrating $D$ over the film gives $Dd=\int P\,dz$, so $D$ equals the mean polarization $\bar P$, and

$$
E(z)=-\frac{P(z)-\bar P}{\varepsilon}.
$$

The field vanishes for a uniform $P$ and opposes every departure from the mean. Its energy per area, to be added to $F$, is

$$
\int\frac{\varepsilon E^2}2dz=\int\frac{(P-\bar P)^2}{2\varepsilon}dz .
$$

When $P$ changes by $\eta$, this energy changes by $\int(P-\bar P)(\eta-\bar\eta)dz/\varepsilon$. The part with $\bar\eta$ vanishes, because $P-\bar P$ has zero mean. The linear equation becomes

$$
gP''=AP+\frac{P-\bar P}{\varepsilon},
$$

and the face conditions do not change. Define

$$
\ell^2=g\varepsilon,\qquad \lambda=-\frac Ag,\qquad q^2=\frac1{\ell^2}-\lambda .
$$

If $P$ varies over a length $L$, the gradient cost is of order $gP^2/L^2$ and the electrostatic cost of order $P^2/\varepsilon$. The two are comparable at $L=\ell$, and for slower variation the electrostatic cost is the larger. Division by $g$ gives $P''=q^2P-\bar P/\ell^2$. For $q\ne0$ the even solution is

$$
P=c+b\cosh qz,\qquad q^2c=\frac{\bar P}{\ell^2}.
$$

With $w=qd/2$, the mean is $\bar P=c+b\,(\sinh w)/w$. Multiply $q^2c=\bar P/\ell^2$ by $\ell^2$ and use $q^2\ell^2=1-\ell^2\lambda$:

$$
(1-\ell^2\lambda)c=c+b\frac{\sinh w}{w}
\quad\Rightarrow\quad
c=-\frac{b}{\ell^2\lambda}\frac{\sinh w}{w}.
$$

The condition at the upper face, multiplied by $\delta$, is $\delta bq\sinh w+c+b\cosh w=0$. Insert $c$, divide by $b\cosh w$ and multiply by $\ell^2\lambda$:

$$
\ell^2\lambda\left(1+\delta q\tanh w\right)=\frac{\tanh w}{w},\qquad w=\frac{qd}2 .
$$

This replaces the tangent condition. The value $q=0$ always satisfies it formally, but the derivation assumed $q\ne0$. At $q=0$ the equation is $P''=-\bar P/\ell^2$, with the even solution $P=c-\bar Pz^2/(2\ell^2)$, and the mean gives $c=\bar P[1+d^2/(24\ell^2)]$. The face condition $\delta P'_++P_+=0$ then requires $\ell^2=d\delta/2+d^2/12$. Unless $\ell$ has this special value, the root $q=0$ must be discarded.

For $\delta>0$ the lowest onset value obeys simple bounds. The added energy is never negative, so $\lambda\ge k^2$. A uniform trial polarization has no gradient and no field, and its energy is $(Ad/2+g/\delta)P^2$. This turns negative when $-A/g>2/(d\delta)$. Together,

$$
k^2\le\lambda\le\frac{2}{d\delta}.
$$

### 14. When depolarization is negligible

Let $\ell\to\infty$ at fixed $d$ and $\delta$. Then $q^2\to-\lambda$, so $q\to i\sqrt\lambda$ and $q\tanh w\to-\sqrt\lambda\tan(\sqrt\lambda\,d/2)$. The right side of the new condition stays finite while $\ell^2$ grows, which forces the bracket on the left to zero:

$$
1-\delta\sqrt\lambda\tan\frac{\sqrt\lambda\,d}{2}=0 .
$$

This is the tangent condition with $k^2=\lambda$. The first correction follows by evaluating the added energy with the unperturbed profile $\varphi$. Because that profile minimizes the unperturbed energy at fixed $\int P^2dz$, its own change enters at second order. Hence

$$
\lambda\simeq k^2+\frac{v}{\ell^2},\qquad
v=\frac{\langle(\varphi-\langle\varphi\rangle)^2\rangle}{\langle\varphi^2\rangle}
=1-\frac{\langle\varphi\rangle^2}{\langle\varphi^2\rangle}.
$$

Since $\varphi$ is an allowed trial profile, $k^2+v/\ell^2$ is also an upper bound on $\lambda$ for every $\ell$. Depolarization is therefore negligible when $v\ll k^2\ell^2$. This condition is sufficient but not necessary. For $d\ll\delta$ the bounds of part 13 give $1\le\lambda/k^2\le2/(d\delta k^2)\simeq1+d/(6\delta)$, so the relative change of the onset value is small whatever $\ell$ is. The change in temperature need not be small: since $2/(d\delta)-k^2\simeq1/(3\delta^2)$, the bounds allow up to about $g/(3a\delta^2)$, which is 13 K for $\delta=5$ nm. This value is approached only when $\ell\ll d$; for $d=1$ nm and $\ell=0.3$ nm the shift is about 2 K. The relative change is small because the profile of such a thin film is almost uniform already. For the 20 nm film, $\langle\varphi\rangle=0.8176$ and $v=0.0365$. With an artificial $\ell=100$ nm the direct minimization gives an added $3.644\times10^{-6}\ \mathrm{nm^{-2}}$, and the formula gives $3.646\times10^{-6}\ \mathrm{nm^{-2}}$.

A background relative permittivity of 10, however, gives $\ell=0.298$ nm. Then $v/(k^2\ell^2)=36$, and $d$ is not small beside $\delta$ either, so neither condition for the neglect is met. Part 15 shows that the onset does shift appreciably, although the electrodes are ideal and short-circuited.

### 15. The opposite limit

Suppose $\ell\ll d$ and $\ell\ll\delta$. The upper bound gives $\ell^2\lambda\le2\ell^2/(d\delta)\ll1$, so $q\simeq1/\ell$, $w\gg1$ and $\tanh w\simeq1$. The condition reduces to

$$
\ell^2\lambda\left(1+\frac\delta\ell\right)=\frac{2\ell}{d}
\quad\Rightarrow\quad
\lambda\simeq\frac{2}{d(\delta+\ell)}.
$$

The polarization is nearly flat and bends within a distance of order $\ell$ from each face. It avoids most of the bound charge, but it can no longer retreat from the surfaces, and it pays almost the full surface cost of a uniform state.

For the example the full condition gives $\lambda=0.01891\ \mathrm{nm^{-2}}$, and the limiting formula gives $0.01888\ \mathrm{nm^{-2}}$. The onset is at

$$
400\ \mathrm K-1000\times0.01891\ \mathrm K=381.1\ \mathrm K,
$$

which is 7.3 K below the value for in-plane polarization. Direct minimization of the energy, with the electrostatic term included, confirms this $\lambda$ as the lowest one.

Three reservations apply. A length of 0.3 nm is of atomic size, where a continuum gradient energy is a rough description. The onset depends on it only moderately, because $\ell$ enters through $\delta+\ell$ and is small beside $\delta$. For $\ell\to0$ the onset is 380.0 K and for $\ell=0.6$ nm it is 382.0 K, so a change of $\ell$ by its own size moves the 7.3 K shift by about 1 K. Also, 381.1 K is the onset of a laterally uniform state. States that vary along the plane, such as domains, were not examined, and $F$ does not contain the gradient cost of such variation. Finally, real electrodes are not ideal. If each has a capacitance $\varepsilon_0/s$ per area, with an effective screening length $s$, the wire imposes $\int E\,dz+2sD/\varepsilon_0=0$, and $D=\bar P\,d/(d+2s\varepsilon/\varepsilon_0)$. A field then acts on the mean polarization itself, and for a nearly flat profile $\lambda$ rises by about $f/\ell^2$ with $f=2s\varepsilon_r/(d+2s\varepsilon_r)$ and $\varepsilon_r=\varepsilon/\varepsilon_0$. In the example $s=0.01$ nm lowers the uniform onset to about 269 K, far more than the 7.3 K found above, and states with domains must then be considered.

Within this model, which has one polarization component and no coupling to strain, the tangent condition thus gives the transition for in-plane polarization when $\delta>0$ and $B>0$. For normal polarization between ideal electrodes it gives the onset value of $-A/g$ with a small relative error when $v\ll k^2\ell^2$ or when $d\ll\delta$. Good electrodes alone ensure neither. The numerical output below gives the remaining entries of the thickness series.

## Numbers as computed

```
T0 = 400.0 K, a = 1.0e+06 J m C^-2 K^-1
g = 1.0e-09 J m^3 C^-2, B = 1.0e+09 J m^5 C^-4
delta = 5.0 nm, d = 20.0 nm, g/a = 1000.0 nm^2 K
h = d/(2 delta) = 2.000
x = k d/2 = 1.07687
k = 0.10769 nm^-1, k^2 = 0.011597 nm^-2
k^2 from diagonalized energy = 0.011597 nm^-2
lowest odd value of k^2 = 0.052392 nm^-2
shift T0 - Tc = 11.597 K, Tc = 388.403 K
odd mode would order at 347.608 K
face/centre polarization cos(kd/2) = 0.4741
largest profile difference from cos(kz) = 6.2e-12
largest relative difference, 6 films, 2 modes = 9.8e-06
thickness nm | Tc K | Tc thick-film formula K | Tc thin-film formula K
   2.0 | 212.649 | 331.461 | 213.333
   5.0 | 331.718 | 356.135 | 333.333
  10.0 | 370.393 | 375.326 | not used
  20.0 | 388.403 | 389.034 | not used
  50.0 | 397.238 | 397.258 | not used
 100.0 | 399.183 | 399.184 | not used
at T = 380.0 K: k = 0.14142 nm^-1
critical thickness at that T = 13.510 nm
<phi> = 0.81763, <phi^2> = 0.69381, <phi^4> = 0.54214
centre P at Tc - 0.1 K, formula = 0.011313 C/m^2
centre P at Tc - 0.1 K, shooting = 0.011311 C/m^2
delta = -5.0 nm: kappa = 0.20653 nm^-1
delta = -5.0 nm: Tc = 442.656 K
first-order case: B = -1.0e+09 J m^5 C^-4, C = 1.0e+11 J m^9 C^-6
trial state 0.5 K above stability limit: P = 0.106 C/m^2
its energy = -8.808e-05 J/m^2
energy at P = 0.002 C/m^2: 1.383e-08 J/m^2
background relative permittivity = 10.0, ell = 0.2976 nm
v = 1 - <phi>^2/<phi^2> = 0.03646
v/(k^2 ell^2) = 35.51 (must be << 1 for neglect)
normal P: lambda = 0.018907 nm^-2, onset = 381.093 K
normal P: lambda from diagonalized energy = 0.018908 nm^-2
normal P: 2/[d(delta+ell)] = 0.018877 nm^-2
ell = 100 nm: added lambda = 3.6438e-06 nm^-2
ell = 100 nm: v/ell^2 = 3.6464e-06 nm^-2
```
